# Why tilted grains lose in the growth of faceted films

**Q.** I grow polycrystalline films from randomly oriented seeds. Near the substrate the columns are thin and point every way; near the top they are wide and nearly share one growth direction. I have been told that grains whose fastest growth direction lies near the film normal win because their boundaries overtake those of tilted neighbours. What is the simplest model in which I can check that?

**A.** Take a two-dimensional section through the film. Each grain is a square crystal showing two facets, which meet in a corner, the tip. Every facet advances along its own normal at the same speed $v$. I leave out surface diffusion, new nucleation, twinning and any shadowing of the vapour supply. All tips start at height zero, and neighbouring facets already meet in grooves between them.

Measure angles from the film normal, positive to the right, and write $\mathbf u(\alpha)=(\sin\alpha,\cos\alpha)$ for the unit vector at angle $\alpha$. A grain of tilt $\theta$ has facet normals $\mathbf u(\theta-45^\circ)$ on its left and $\mathbf u(\theta+45^\circ)$ on its right. I take $|\theta|<45^\circ$, so that the left facet rises to the right and the right facet falls.

A facet is a line $\mathbf n\cdot\mathbf r=c+vt$. A point that stays on it must have a velocity $\mathbf w$ with $\mathbf n\cdot\mathbf w=v$. The tip stays on both facets of its grain, so it obeys two such conditions. By symmetry $\mathbf w$ points along $\mathbf u(\theta)$, at $45^\circ$ to each normal, and $|\mathbf w|\cos45^\circ=v$ gives

$$\mathbf w_{\rm tip}=\sqrt2\,v\,\mathbf u(\theta),\qquad \dot z_{\rm tip}=\sqrt2\,v\cos\theta .$$

The corner is the fastest direction of the crystal, and a tilted tip gains height more slowly.

**Q.** A slower tip is not yet a dead grain. What does the boundary do?

**A.** The boundary in the solid is the track left by the groove at the surface. Let grain A lie to the left of grain B, and let $\delta=\theta_A-\theta_B$. The groove lies on A's right facet and on B's left facet, so its velocity has the component $v$ along both normals. It therefore points along their bisector, at

$$\frac{(\theta_A+45^\circ)+(\theta_B-45^\circ)}2=\frac{\theta_A+\theta_B}2 .$$

The normals are $90^\circ+\delta$ apart, so each makes an angle $45^\circ+\delta/2$ with the bisector, and the speed is $v/\cos(45^\circ+\delta/2)$.

Now let A lean right by $20^\circ$ and B lean left by $5^\circ$. The boundary runs at $(20^\circ-5^\circ)/2=7.5^\circ$ to the right, into B. At this stage the more tilted grain is gaining ground. The explanation you were given fails here: the boundary of the better grain does not overtake anything.

**Q.** Then how does A lose?

**A.** Its tip moves at $20^\circ$ while the boundary moves at $7.5^\circ$, so the tip runs into the boundary. To find when, put the starting points at $x=0$ and $x=L$. A's tip is at $\sqrt2\,vt\,\mathbf u(\theta_A)$. It is buried when it reaches B's left facet, whose equation is

$$\mathbf u(\theta_B-45^\circ)\cdot(\mathbf r-L\hat{\mathbf x})=vt .$$

Two products are needed:

$$\sqrt2\,\mathbf u(\theta_B-45^\circ)\cdot\mathbf u(\theta_A)=\sqrt2\cos(45^\circ+\delta)=\cos\delta-\sin\delta,$$
$$\mathbf u(\theta_B-45^\circ)\cdot\hat{\mathbf x}=\sin(\theta_B-45^\circ)=-\sin(45^\circ-\theta_B).$$

Inserting them gives $vt(\cos\delta-\sin\delta)+L\sin(45^\circ-\theta_B)=vt$, hence

$$t_A=\frac{L\sin(45^\circ-\theta_B)}{vD},\qquad D=1-\cos\delta+\sin\delta .$$

B's tip could equally be buried on A's right facet, $\mathbf u(\theta_A+45^\circ)\cdot\mathbf r=vt$. With B's tip at $L\hat{\mathbf x}+\sqrt2\,vt\,\mathbf u(\theta_B)$, the angle between the two unit vectors is again $45^\circ+\delta$, and $\mathbf u(\theta_A+45^\circ)\cdot\hat{\mathbf x}=\sin(45^\circ+\theta_A)$. So

$$t_B=\frac{L\sin(45^\circ+\theta_A)}{vD}.$$

Half-angle formulas give $D=2\sin(\delta/2)\,[\sin(\delta/2)+\cos(\delta/2)]$. For $|\delta|<90^\circ$ the bracket is positive, so $D$ has the sign of $\delta$. Burial within this pair thus requires $\delta>0$, which means converging tips.

**Q.** You have two burial times. Which one happens?

**A.** The earlier one, since it removes the facet that the other event would need. Both arguments, $45^\circ-\theta_B$ and $45^\circ+\theta_A$, lie between $0$ and $90^\circ$, where the sine increases. Therefore

$$t_A<t_B\iff 45^\circ-\theta_B<45^\circ+\theta_A\iff\theta_A+\theta_B>0 .$$

Because $\delta>0$, multiplying by $\theta_A-\theta_B$ keeps the inequality:

$$(\theta_A-\theta_B)(\theta_A+\theta_B)=\theta_A^2-\theta_B^2>0 .$$

The tip with the larger $|\theta|$ is buried first. If the tilts are equal and opposite, both tips reach the groove together and this argument names no winner.

**Q.** Put numbers on the pair.

**A.** Take $L=100$ nm and $v=500$ nm/h. With $\delta=25^\circ$,

$$t_A=\frac{100\sin50^\circ}{500\,(1-\cos25^\circ+\sin25^\circ)}\ {\rm h}=0.297\ {\rm h},$$

and replacing $\sin50^\circ$ by $\sin65^\circ$ gives $t_B=0.351$ h. A is buried first. The tips rise at $664.5$ and $704.4$ nm/h, so at $t_A$ they stand at $197$ and $209$ nm. A difference of 12 nm in height accompanies the loss.

**Q.** But A still has its left facet. Why does it not carry on?

**A.** With the tip gone, A's left facet meets B's left facet. The normals are now at $\theta_A-45^\circ$ and $\theta_B-45^\circ$, separated by $\delta$. The same bisector rule gives a new direction and speed:

$$\frac{\theta_A+\theta_B}2-45^\circ,\qquad \frac{v}{\cos(\delta/2)} .$$

In the example the boundary turns from $+7.5^\circ$ to $-37.5^\circ$. Its lateral velocity is $500\sin(-37.5^\circ)/\cos12.5^\circ=-312$ nm/h, so it now sweeps to the left across A's territory.

To see that A really disappears, follow the length of its remaining facet. A groove between normals an angle $\alpha$ apart moves at speed $v/\cos(\alpha/2)$, at an angle $\alpha/2$ to either normal. Its component along either facet is therefore $v\tan(\alpha/2)$. At the upper end of A's facet, $\alpha=\delta$ and the motion is inward. At the lower end, suppose A meets the right facet of a grain C. There $\alpha=90^\circ+\theta_C-\theta_A$, and the motion is again inward. The length $\ell$ obeys

$$\dot\ell=-v\left[\tan\frac{\delta}{2}+\tan\left(45^\circ+\frac{\theta_C-\theta_A}{2}\right)\right]<0 .$$

Both terms in the bracket are positive. If C has already lost its tip to A, so that two left facets meet there, the second term is $\tan[(\theta_C-\theta_A)/2]$. It is positive too, because C could lose its tip to A only with $\theta_C>\theta_A$. A is squeezed out from both sides.

**Q.** All of this rests on following straight lines. Does a surface left to grow by itself do the same?

**A.** It can be tested by a construction that contains no rule for grooves or tips. Every surface point emits a small square with the orientation of its own grain, and the upper envelope of all squares is the next surface. For tilts of $23.58^\circ$ and $-11.54^\circ$ and a spacing of 300 grid columns, the groove first moved by $+1.625$ columns per step, against $1.609$ from the bisector rule. After burial it moved by $-4.667$, against $-4.665$. The tip vanished at step 47; the formula gives 46.74, and the grid construction sees whole steps only. The sign change is the essential point: the boundary first enters the less tilted grain and then swings back.

**Q.** What if the tilted grain leans away from its better neighbour?

**A.** Let A be upright and let B, on its right, lean right. Then $\delta<0$ and the tips diverge, so A cannot bury B. The boundary runs at $\theta_B/2$, B's tip runs ahead of it at $\theta_B$, and B's fate depends on what stands further to the right.

If both lean right but A leans more, $\delta$ is positive. A's tip catches up with the groove and is buried, although B is moving away from it. A common lean therefore gives no protection.

**Q.** A real film has many grains, and the one that buries a tip may have lost its own tip already. Does the rule survive?

**A.** Yes, in this model with equal starts and equal speeds. First, which facets can bury a tip? Suppose A's right facet meets another right facet, that of B. A's tip moves along A's facet away from the groove at $v\tan45^\circ=v$. The groove follows in the same direction at only $v\tan(\delta/2)<v$, so the piece between them lengthens. A tip can therefore be buried only where two facing facets meet.

Now let A's tip land on B's left facet. Extend B's two facet lines to the point where its tip is, or would have been; this point is at height $\sqrt2\,vt\cos\theta_B$. The visible part of B's left facet lies below it. That is evident while B has its tip. Once B's tip has been buried from the right, the visible part ends at a groove that moves down the facet, whereas the extended tip moves up it. If the grain beyond that groove is itself replaced from the right, its successor has a still steeper left facet, and the groove still moves down.

So A's tip is lower than B's real or extended tip:

$$\sqrt2\,vt\cos\theta_A<\sqrt2\,vt\cos\theta_B\quad\Rightarrow\quad|\theta_A|>|\theta_B| .$$

The mirror image covers burial from the left. The grain that buries a tip is less tilted than its victim, and the least tilted grain of all never loses its tip. I followed 30000 grains at random positions, with tilts uniform within $\pm45^\circ$. Of the 29010 tips buried, every one was buried by a less tilted grain.

**Q.** My seeds do not all start at the same height. How much does that matter?

**A.** Give A a head start $z_0$. The outcome changes over when both tips reach the groove together, which means that they coincide. Equal horizontal and vertical positions require

$$\sqrt2\,vt(\sin\theta_A-\sin\theta_B)=L,\qquad \sqrt2\,vt(\cos\theta_B-\cos\theta_A)=z_0 .$$

Divide the second by the first, and write both differences as products:

$$z_0=L\,\frac{2\sin\frac{\theta_A+\theta_B}2\sin\frac{\theta_A-\theta_B}2}{2\cos\frac{\theta_A+\theta_B}2\sin\frac{\theta_A-\theta_B}2}=L\tan\frac{\theta_A+\theta_B}2 .$$

In the example this is $100\tan7.5^\circ=13.2$ nm. With a larger head start the $20^\circ$ grain buries the $5^\circ$ grain. For the grid pair the formula gives 31.6 columns. In the grid construction A lost with 0.7 times that head start and won with 1.3 times.

For a film, I compared two runs of 6000 grains with the same positions and the same tilts within $\pm30^\circ$. One had equal starting heights; the other had heights spread over 10 nm at 100 nm mean spacing. At a film height of 10 µm, 5.2% of the burials in the second run had been made by a more tilted grain, against none in the first. The rms tilt of the surviving tips was $3.0^\circ$ instead of $2.8^\circ$, down from $17.1^\circ$ at the start; a single pair of runs of this size fixes the gap only as a few per cent of the tilt. With uneven starts, the rule that the less tilted grain wins describes the population and not every pair.

**Q.** And if one grain simply grows faster?

**A.** For a pair with equal starts, the tip that is buried first still lies below the other tip, so the quantity to compare is $v\cos\theta$. In the example, where the tips converge, the $20^\circ$ grain beats the $5^\circ$ grain if it is faster by more than

$$\frac{\cos5^\circ}{\cos20^\circ}-1=6.0\% .$$

Near the normal the cosine is flat, and a much smaller speed difference can then outweigh the tilt.

**Q.** How fast should the columns widen?

**A.** For small tilts, a tip that has climbed to height $h$ has moved sideways by $\theta h$, and height differences between tips are of second order in tilt. Burial is then nearly a meeting of two tip paths, and the more tilted one ends there. Let the seeds be random with mean spacing $w_0$, and let the tilts be uniform within $\pm\Theta$, in radians.

A grain of tilt $\theta'$ crosses the path of a grain of tilt $\theta$ below height $h$ if it starts on the proper side within a distance $|\theta-\theta'|h$. Only $|\theta'|<|\theta|$ is dangerous. For $\theta>0$ the expected number of dangerous crossings is

$$m=\frac1{w_0}\int_{-\theta}^{\theta}\frac{d\theta'}{2\Theta}\,(\theta-\theta')h=\frac{h}{2\Theta w_0}\,2\theta^2=\frac{h\theta^2}{w_0\Theta},$$

and negative $\theta$ gives the same by symmetry. For random seeds the probability of no crossing is $e^{-m}$. Averaging over the initial tilts gives the surviving fraction

$$f\simeq\frac1{2\Theta}\int_{-\infty}^{\infty}e^{-h\theta^2/(w_0\Theta)}\,d\theta=\frac12\sqrt{\frac{\pi w_0}{\Theta h}} .$$

The limits may be extended to infinity once $h\Theta\gg w_0$. Once the surviving tilts are small, the estimate is low because some of the dangerous grains are buried before they reach the crossing. Strongly tilted tips are buried before their paths cross, which works the other way within the first few seed spacings of height. Counting one column per surviving tip, the mean column width is

$$w=\frac{w_0}{f}\simeq2\sqrt{\frac{\Theta w_0h}{\pi}},$$

and the Gaussian in $\theta$ has the variance $w_0\Theta/(2h)$. Grains that have recently lost their tips still show at the surface for a while, so a count of all visible grains gives somewhat narrower columns. So the width grows as $h^{1/2}$ and the tilt spread falls as $h^{-1/2}$. Both processes slow down as the film grows: as tilts shrink, tips approach more slowly, and as columns widen, they have further to go.

**Q.** Does the followed film obey this?

**A.** For $\Theta=\pi/4$ the estimate reduces to $f=\sqrt{w_0/h}$. At $h=10$ µm with $w_0=0.1$ µm this is 10.0%. The film gave 10.1%, a column width of $0.1/0.101=0.99$ µm and an rms tilt of $3.9^\circ$. The other heights were:

| height (µm) | surviving tips | estimate | width (µm) | rms tilt |
|---|---|---|---|---|
| 3 | 18.4% | 18.3% | 0.54 | 6.9° |
| 30 | 6.0% | 5.8% | 1.7 | 2.3° |
| 100 | 3.3% | 3.2% | 3.0 | 1.2° |

Power laws fitted over 3 to 100 µm have exponents 0.49 for the width and $-0.49$ for the tilt. At 100 µm about 990 tips remain. Independent counts would have a noise of about 3%, but competition between neighbours spaces the survivors more evenly and makes the noise smaller. The 4% excess over the estimate there has the expected sign. These exponents belong to the two-dimensional model; I have not derived them for three dimensions.

**Q.** Which real process did you have in mind?

**A.** The parameters are roughly those of microcrystalline diamond deposited from hot hydrogen with a little hydrocarbon: 100 nm between seeds, 500 nm/h for a cube facet, a substrate at 1100 K, and gas at 1500 K and 30 Torr. In the section, an upright tip then needs 14 h for 10 µm and 141 h for 100 µm. The heights suit thick coatings, but the widths and tilts are the model's and not measurements. Real diamond can also show octahedral facets, and the fastest direction then depends on the ratio of the facet speeds, which the growth conditions set. The section used here suits cube facets only, and its tip stands for an edge of the cube. A real cube corner joins three facets and, when upright, climbs at $\sqrt3\,v$ instead of $\sqrt2\,v$. Among the broken assumptions, a 10 nm spread of starting heights matters little at 10 µm, where it raised the rms tilt by only a few per cent of its value; its effect grows slowly with height and is larger for a wider spread. Twinning and renucleation restart grains with new tilts; I have not sized them, nor the third dimension.

**Q.** My grooves are deep. Can I trust equal facet speeds inside them?

**A.** That depends on the sticking probability. For hydrogen molecules the mean free path in this gas is about 16 µm, some five times the column width at a film height of 100 µm. A heavier hydrocarbon molecule collides more often, but light hydrogen deflects it little each time, so I treat flight across a groove as free. Consider a $90^\circ$ groove with diffuse re-emission from its walls. If 1% of impacts stick, the bottom receives 0.8% less flux than the rim, because the opposite wall re-emits almost all it receives and so replaces most of the supply it blocks. The 1% is my assumption for the carbon-bearing species on diamond, not a measured value. Atomic hydrogen, which the growth also needs, is lost on diamond walls with a probability of order 0.1; the same groove then has a deficit of about 7%, so equal facet speeds are less secure if hydrogen supply limits the growth.

If every impact sticks, direct flight alone supplies the walls. In two dimensions a wall element sees the fraction $\frac12(\sin\beta_2-\sin\beta_1)$ of the full flux, where $\beta_1$ and $\beta_2$ bound the open sky, measured from the wall's normal. At the bottom the sky spans $-90^\circ$ to $0$, which gives $0.5$. At the rim it spans $-90^\circ$ to $45^\circ$, which gives $\frac12(1+1/\sqrt2)$. The deficit is

$$1-\frac{1}{1+1/\sqrt2}\approx41\% .$$

Equal facet speeds then fail badly, unless surface diffusion evens out the supply. With high sticking and low mobility, as in evaporation or sputtering onto a cold substrate, shadowing has to be part of the model from the start.

**Q.** Would speed differences as small as 1% matter if they occurred between grains?

**A.** They matter more as the film thickens. A grain at the rms tilt $\sigma$ climbs as fast as an upright grain whose facets are slower by about $1/\cos\sigma-1\simeq\sigma^2/2$. This is 0.7% at 3 µm and 0.02% at 100 µm. Since $\sigma^2$ falls as $1/h$, a fixed speed difference between grains, for instance from different defect contents, must eventually count for more than the remaining tilt.

Starting heights behave differently. Their threshold is $L\tan[(\theta_A+\theta_B)/2]$, in which the spacing grows as $h^{1/2}$ while typical tilts fall as $h^{-1/2}$. The typical threshold for a single pair therefore stays of the same order, and starting heights keep deciding a share of the burials at every stage. For the population the effect adds up slowly. An upright tip that started lower by $\Delta z$ is threatened at height $h$ by tilts with $\theta'^2<2\Delta z/h$, which cross its path at the rate $\Delta z/(\Theta w_0h)$ per unit height. The expected number of such crossings grows as $\ln h$, so the survivors come more and more from the high starters as the film thickens.

Surface energy can round the tips over a radius of about $\gamma\Omega/\Delta\mu$, where $\gamma$ is the surface energy, $\Omega$ the volume per atom and $\Delta\mu$ the driving force for growth per atom. I assume that $\Delta\mu$ is about $k_BT$. With roughly 5 J/m² and the atomic density of diamond, the radius is then about 2 nm, or 2% of the seed spacing. Under that assumption sharp tips are a fair approximation from early on.

**Q.** So how should I restate the sentence I was given?

**A.** With equal facet speeds and equal starts, a tilted grain loses because its tip gains height more slowly and is buried where it meets a less tilted neighbour; in a converging pair the sweep of the boundary across the tilted grain follows from that burial. In a diverging pair the boundary leans into the more tilted grain from the start, but that grain's tip runs ahead of it and the grain is not removed. The numerical output below lists the values for the pair and the film.

## Table of computed values

```
Grid pair: tilts 23.58 and -11.54 deg, spacing 300 columns
Grid pair: tip A buried at step 47, formula 46.74 steps
Grid groove before burial: 1.625, formula 1.609 columns/step
Grid groove after burial: -4.667, formula -4.665 columns/step
Grid head-start threshold: 31.6 columns (tested at 0.7 and 1.3 times)
Ten grains: largest burial-time difference 0.94 steps
Example seed spacing: 100 nm; facet speed: 500 nm/h
Example tilts A, B: 20, -5 deg
Tip height rates A, B: 664.5, 704.4 nm/h
Boundary direction before burial: 7.5 deg
Candidate burial times A, B: 0.297, 0.351 h
Tip A height at burial: 197.2 nm
Tip B height at that time: 209.0 nm
Boundary direction after burial: -37.5 deg
Lateral boundary velocity after burial: -311.8 nm/h
Head start that saves A: 13.17 nm
Speed advantage that saves A: 6.01 percent
Film: 30000 grains, tilts uniform within 45 deg
Film: tips buried 29010, by a less tilted grain 100.0 percent
Height 3 um, time 4.2 h: surviving tips 18.39 percent, low estimate 18.26 percent
   mean column width 0.544 um, rms tilt 6.91 deg, equivalent speed difference 0.732 percent
Height 10 um, time 14.1 h: surviving tips 10.13 percent, low estimate 10.00 percent
   mean column width 0.987 um, rms tilt 3.87 deg, equivalent speed difference 0.229 percent
Height 30 um, time 42.4 h: surviving tips 5.96 percent, low estimate 5.77 percent
   mean column width 1.677 um, rms tilt 2.26 deg, equivalent speed difference 0.078 percent
Height 100 um, time 141.4 h: surviving tips 3.30 percent, low estimate 3.16 percent
   mean column width 3.027 um, rms tilt 1.22 deg, equivalent speed difference 0.023 percent
Fitted exponent of column width: 0.489
Fitted exponent of rms tilt: -0.493
Scatter runs: 6000 grains, tilts within 30 deg, initial rms 17.07 deg
Scatter runs: start heights spread over 10 nm, film height 10 um
Burials by a more tilted grain: equal starts 0.0, scattered 5.2 percent
Final rms tilt: equal starts 2.84, scattered 3.01 deg
Groove supply deficit, sticking 0.01: 0.77 percent
Groove supply deficit, sticking 1: 41.3 percent
Gas: 1500 K, 30 Torr, molecule diameter 0.27 nm
Gas mean free path: 16.0 um
Substrate 1100 K, surface energy 5 J/m2, atoms 1.76e+29 per m3
Capillary length: 1.87 nm, relative to spacing 1.9 percent
```
